\section*{The density-gradient equation and the coefficient of its quantum potential}

\section*{Setting}

In equilibrium, classical drift-diffusion puts the largest carrier density where the band edge is lowest, even directly against an impenetrable barrier, where the wave functions must vanish. A gradient term in the free energy, used with the barrier potential or the equivalent boundary condition at the wall, is an inexpensive way to repair this. Consider carriers of mass $m$ at temperature $T$, with band-edge energy $U(\mathbf r)$ and free energy
\begin{equation}
F[n]=\int\left[f(n)+g(n)\,|\nabla n|^2+U n\right]d^3r .
\label{F}
\end{equation}
Here $n>0$ is a smooth carrier density, $f$ is the free-energy density of the uniform gas, and $g$ is not yet specified. Atomic units are used in the algebra ($\hbar=m_e=e=1$, with $m$ in electron masses), and $\beta=1/kT$. The potential $U$ is held fixed when $n$ is varied; in a device, $U$ and $n$ must also satisfy Poisson's equation. Simply alternating between the two equations can diverge when the device is many screening lengths long, so the Poisson step should include the response of $n$ to $U$.

\section*{(a) The equilibrium condition}

\emph{Minimize $F$ at fixed carrier number and find the equation obeyed by $n$ for general $g(n)$.}

\textbf{Solution.} Let $n\to n+\eta$ with $\eta$ small. To first order,
\begin{equation}
\delta F=\int\left[(f'+U)\eta+g'|\nabla n|^2\eta+2g\,\nabla n\cdot\nabla\eta\right]d^3r .
\end{equation}
The last term is integrated by parts:
\begin{equation}
2g\,\nabla n\cdot\nabla\eta=\nabla\cdot(2g\eta\nabla n)-\eta\left(2g'|\nabla n|^2+2g\nabla^2n\right).
\end{equation}
The divergence becomes a surface term, which is assumed to vanish. The two $g'$ terms combine as $1-2=-1$. Fixing the number with a multiplier $\mu$ requires $\delta F=\mu\int\eta\,d^3r$ for every $\eta$, hence
\begin{equation}
\mu=f'(n)+U-g'(n)|\nabla n|^2-2g(n)\nabla^2n .
\label{EL}
\end{equation}

\section*{(b) Which gradient term gives the Bohm form?}

\emph{For one real, positive orbital $\psi=\sqrt n$, dividing $-\nabla^2\psi/(2m)+U\psi=E\psi$ by $\psi$ gives $U+Q=E$, with the Bohm potential $Q=-\nabla^2\sqrt n/(2m\sqrt n)$. Find every $g(n)$ whose contribution to (\ref{EL}) is $\lambda Q$ with constant $\lambda$. Does a constant $g$ qualify?}

\textbf{Solution.} From $\nabla\sqrt n=\nabla n/(2\sqrt n)$, a second derivative gives
\begin{equation}
\frac{\nabla^2\sqrt n}{\sqrt n}=\frac{\nabla^2n}{2n}-\frac{|\nabla n|^2}{4n^2}.
\label{identity}
\end{equation}
The requirement is therefore
\begin{equation}
-2g\nabla^2n-g'|\nabla n|^2=-\frac{\lambda}{4m}\frac{\nabla^2n}{n}+\frac{\lambda}{8m}\frac{|\nabla n|^2}{n^2}.
\end{equation}
At a given point, $n$, $\nabla n$ and $\nabla^2n$ can be chosen independently, so the coefficients must match separately. The Laplacian terms give
\begin{equation}
g(n)=\frac{\lambda}{8mn}.
\label{g}
\end{equation}
Then $-g'=\lambda/(8mn^2)$, so the other terms match as well. The density-gradient equation is
\begin{equation}
\mu=f'(n)+U+V_Q,\qquad V_Q=-\frac{\lambda}{2m}\frac{\nabla^2\sqrt n}{\sqrt n}.
\label{DG}
\end{equation}

A nonzero constant $g$ does not qualify. Its potential, $-2g\nabla^2n$, doubles when $n$ is doubled everywhere, whereas $V_Q$ is unchanged. The squared density gradient must be divided by the density. A numerical variation of the gradient energy for a three-dimensional periodic density tests the formula for $V_Q$; the ratio of the two results is $1.00000001$.

The variation leaves $\lambda$ free. Its value must be supplied separately; here it is found by comparison with quantum-mechanical densities.

\section*{(c) Discretization and carrier flow}

\emph{Rewrite the gradient energy with $u=\sqrt n$ and derive the discrete equation on a uniform one-dimensional grid. Then assume the flux $\mathbf J=-Mn\nabla\mu$ with $M\ge0$, where $\mu(\mathbf r,t)$ is the right-hand side of (\ref{DG}), and find $dF/dt$ at fixed $U$.}

\textbf{Solution.} Since $\nabla n=2u\nabla u$, the gradient energy density is
\begin{equation}
\frac{\lambda}{8m}\frac{4u^2|\nabla u|^2}{u^2}=\frac{\lambda}{2m}|\nabla u|^2 ,
\end{equation}
which has no division by a small density. With spacing $h$,
\begin{equation}
F_h=h\sum_i\left[f(u_i^2)+U_iu_i^2\right]+\frac{\lambda}{2mh}\sum_i(u_{i+1}-u_i)^2 .
\end{equation}
Each interior $u_i$ occurs in two squared differences. Differentiating $F_h-\mu h\sum_iu_i^2$ gives
\begin{equation}
2hu_i\left[f'(u_i^2)+U_i-\mu\right]+\frac{\lambda}{mh}(2u_i-u_{i-1}-u_{i+1})=0 .
\end{equation}
Division by $2hu_i$ recovers (\ref{DG}) with the three-point second difference. The undivided form stays finite where $u\to0$ near a barrier. Its Jacobian is a matrix of second derivatives of one function and is therefore symmetric. However, the undivided equation is unchanged under $u\to-u$, so nothing in it keeps the iterates positive, and Newton's method can fail from a poor starting profile.

For the flow, continuity reads $\partial_tn=-\nabla\cdot\mathbf J=\nabla\cdot(Mn\nabla\mu)$. Because $\mu$ is the functional derivative of $F$,
\begin{equation}
\frac{dF}{dt}=\int\mu\,\nabla\cdot(Mn\nabla\mu)\,d^3r=-\int Mn|\nabla\mu|^2d^3r\le0 .
\label{diss}
\end{equation}
This needs zero particle flux through the boundary and a vanishing surface term from part (a); a periodic cell satisfies both conditions. The numerical rate of change of $F$ agrees with (\ref{diss}) in such a cell. The flux law itself is an assumption about transport near equilibrium and does not follow from minimizing $F$.

\section*{(d) The coefficient for smooth potentials}

\emph{For non-degenerate carriers in one parabolic, isotropic band, take $f=kT\,n[\ln(n/N_c)-1]$, where $N_c$ is the effective density of states. Determine $\lambda$ from the thermal density to second order in gradients of $U$.}

\textbf{Solution.} In Boltzmann statistics $n(\mathbf r)$ is proportional to $\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle$, with $H=-\nabla^2/(2m)+U$. Inserting plane waves,
\begin{equation}
\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle=\int\frac{d^3p}{(2\pi)^3}\,W,\qquad W=e^{-i\mathbf p\cdot\mathbf r}e^{-\beta H}e^{i\mathbf p\cdot\mathbf r}.
\end{equation}
Moving the plane wave through $H$ replaces $\nabla$ by $\nabla+i\mathbf p$, so that
\begin{equation}
\partial_\beta W=\left[\frac{\nabla^2}{2m}+\frac{i\mathbf p\cdot\nabla}{m}-\frac{p^2}{2m}-U\right]W .
\end{equation}
Set $W=e^{-\beta(p^2/2m+U)}w$, with $w=1$ at $\beta=0$. The classical exponent cancels $-p^2/2m-U$, and the derivatives acting on $e^{-\beta U}$ leave
\begin{align}
\partial_\beta w={}&\frac1{2m}\left[\nabla^2w-2\beta\nabla U\cdot\nabla w-\beta w\nabla^2U+\beta^2w|\nabla U|^2\right]\nonumber\\
&+\frac im\,\mathbf p\cdot\left[\nabla w-\beta w\nabla U\right].
\end{align}
Write $w=1+w_1+w_2+\dots$, ordered by the number of gradients. At first order,
\begin{equation}
\partial_\beta w_1=-\frac{i\beta}{m}\mathbf p\cdot\nabla U,\qquad w_1=-\frac{i\beta^2}{2m}\mathbf p\cdot\nabla U .
\end{equation}
At second order, $w_1$ enters through the second bracket:
\begin{equation}
\partial_\beta w_2=\frac{-\beta\nabla^2U+\beta^2|\nabla U|^2}{2m}+\frac{\beta^2(\mathbf p\cdot\nabla)^2U-\beta^3(\mathbf p\cdot\nabla U)^2}{2m^2}.
\end{equation}
Integration from zero gives
\begin{align}
w_2={}&-\frac{\beta^2\nabla^2U}{4m}+\frac{\beta^3|\nabla U|^2}{6m}\nonumber\\
&+\frac{\beta^3(\mathbf p\cdot\nabla)^2U}{6m^2}-\frac{\beta^4(\mathbf p\cdot\nabla U)^2}{8m^2}.
\end{align}
The momentum integral carries the weight $e^{-\beta p^2/2m}$. Its average of $p_ip_j$ is $m\delta_{ij}/\beta$, and $w_1$, being odd, averages to zero. The coefficients become $-\frac14+\frac16=-\frac1{12}$ and $\frac16-\frac18=\frac1{24}$. With $n_0=N_ce^{\beta\mu}$,
\begin{equation}
\ln\frac n{n_0}=-\beta U-\frac{\beta^2}{12m}\nabla^2U+\frac{\beta^3}{24m}|\nabla U|^2+\dots
\label{WK}
\end{equation}

Now solve (\ref{DG}) to the same order. Since $f'=kT\ln(n/N_c)$, it reads $\ln(n/n_0)=-\beta U-\beta V_Q$. Two gradients are already present in $V_Q$, so $\sqrt n\propto e^{-\beta U/2}$ suffices there:
\begin{equation}
-\beta V_Q=\frac{\lambda\beta}{2m}\left[-\frac\beta2\nabla^2U+\frac{\beta^2}4|\nabla U|^2\right]
=-\frac{\lambda\beta^2}{4m}\nabla^2U+\frac{\lambda\beta^3}{8m}|\nabla U|^2 .
\end{equation}
Both terms agree with (\ref{WK}) for the single value
\begin{equation}
\lambda=\frac13 .
\end{equation}
This is the leading result when the quantum corrections in (\ref{WK}) are small and higher gradients are smaller still.

As a test, $\lambda$ was extracted point by point from the numerical thermal density in $U=x^2/2+0.1x^3+0.1x^4$ with $m=1$. For $|x|\le1$ it lies between $0.3307$ and $0.3332$ at $\beta=0.1$, and between $0.3320$ and $0.3331$ at $\beta=0.05$. The largest deviation from $1/3$ roughly halves when the temperature doubles.

\section*{(e) A case solvable at every temperature}

\emph{Find the $\lambda$ that makes (\ref{DG}) reproduce the Boltzmann density of a fixed number of carriers in the one-dimensional well $U=m\omega^2x^2/2$ at any temperature.}

\textbf{Solution.} The kernel $K(x,y)=\langle x|e^{-\beta H}|y\rangle$ obeys $-\partial_\beta K=HK$. With $c=\coth\beta\omega$ and $s=1/\sinh\beta\omega$, try
\begin{equation}
K=A\exp\left\{-\frac{m\omega}2\left[c(x^2+y^2)-2sxy\right]\right\}.
\end{equation}
Using $c^2-1=s^2$, the Hamiltonian acting on $x$ gives
\begin{equation}
\frac{HK}K=\frac{\omega c}2-\frac{m\omega^2}2\left[s^2(x^2+y^2)-2csxy\right].
\end{equation}
Because $\partial_\beta c=-\omega s^2$ and $\partial_\beta s=-\omega cs$, $-\partial_\beta\ln K$ has the same $x,y$ dependence. The remainder requires $\partial_\beta\ln A=-\omega c/2$, solved by $A=\sqrt{m\omega s/2\pi}$. As $\beta\to0$, $K$ becomes the narrow normalized Gaussian $\sqrt{m/2\pi\beta}\,e^{-m(x-y)^2/2\beta}$, which is the required delta function.

At $x=y$ the exponent is $-m\omega(c-s)x^2=-m\omega x^2\tanh(\beta\omega/2)$. The density is thus a Gaussian of variance
\begin{equation}
\sigma^2=\frac C{2m\omega},\qquad C=\coth a,\qquad a=\frac{\omega}{2kT}.
\end{equation}
For this Gaussian, $(\sqrt n)''/\sqrt n=x^2/(4\sigma^4)-1/(2\sigma^2)$. With the carrier number fixed, the constant terms in (\ref{DG}) only determine the multiplier $\mu$. The equation then holds at every $x$ if its $x^2$ terms cancel:
\begin{equation}
-\frac{kT}{2\sigma^2}+\frac{m\omega^2}2-\frac{\lambda}{8m\sigma^4}=0 .
\end{equation}
Solving for $\lambda$ and inserting $\sigma^2$ and $kT=\omega/(2a)$,
\begin{equation}
\lambda=4m\sigma^2(m\omega^2\sigma^2-kT)=C\left(C-\frac1a\right).
\label{lamwell}
\end{equation}

In the hot limit, $C=1/a+a/3-a^3/45+\dots$ gives $\lambda=1/3+4a^2/45+\dots$, in agreement with part (d). In the cold limit $C\to1$ and $\lambda\to1-1/a$, which tends to the single-orbital value 1. The approach is slow because the term $kT\ln n$ is retained although one orbital is almost all that is occupied; the reduced $\lambda$ compensates for it. The thermal variances computed numerically give $\lambda=0.339$, $0.411$, $0.751$ and $0.900$ at $\omega/kT=0.5$, $2$, $8$ and $20$. The coefficient therefore depends on the confinement and the temperature, even for this one shape of potential.

The match is one of shape. The multiplier $\mu$ found from (\ref{DG}) is not exactly the true chemical potential: at $\omega/kT=8$ it is higher by $0.39\,kT$. If $\mu$ is instead imposed, for example by a contact, the same $\lambda$ gives a density that is too small everywhere, by a factor $e^{-0.39}\approx0.68$ in this case. The discrepancy vanishes in the hot limit.

\section*{(f) Density beside an impenetrable wall}

\emph{Let $U=0$ for $x>0$, with an impenetrable wall at $x=0$ and bulk density $n_b$ far away. For constant $\lambda$, find the behaviour of $n$ near the wall and near the bulk, and the depleted thickness $d=\int_0^\infty(1-n/n_b)\,dx$.}

\textbf{Solution.} Let $u=\sqrt{n/n_b}$. In the bulk $\mu=kT\ln(n_b/N_c)$, so (\ref{DG}) becomes
\begin{equation}
2kT\ln u-\frac\lambda{2m}\frac{u''}u=0,\qquad u''=\frac{4mkT}\lambda\,u\ln u .
\label{wall}
\end{equation}
The bulk density has dropped out, which relies on Boltzmann statistics. Multiply by $2u'$ and integrate, using $\int2u\ln u\,du=u^2\ln u-u^2/2$. The bulk conditions $u=1$, $u'=0$ fix the constant:
\begin{equation}
u'^2=\frac{4mkT}\lambda P(u),\qquad P(u)=u^2\ln u-\frac{u^2}2+\frac12 .
\label{first}
\end{equation}
Since $P'=2u\ln u<0$ for $0<u<1$ and $P(1)=0$, $P$ is positive there and $u$ rises monotonically.

The wall enters through the boundary condition $u(0)=0$, which must be imposed: minimizing $F$ on $x>0$ with a free end value gives $n=n_b$ everywhere. The condition is the limit of a high barrier. For a step $U_0\gg kT$ at $x<0$ with the same $m$ and $\lambda$, the first integral there has $P$ replaced by $u^2\ln u-u^2/2+U_0u^2/(2kT)$, up to an exponentially small constant. Continuity of $u$ and $u'$ then gives $n(0)/n_b\simeq kT/U_0$, which tends to zero. At the wall, therefore, $P=1/2$ and $u'^2=2mkT/\lambda$. With the thermal length $\ell=1/\sqrt{2mkT}$,
\begin{equation}
\frac n{n_b}\simeq\frac{x^2}{\lambda\ell^2}\qquad(x\to0).
\label{curv}
\end{equation}
Near the bulk put $u=1-\varepsilon$. Then $u\ln u\simeq-\varepsilon$ and $\varepsilon''=(4mkT/\lambda)\varepsilon$, so $\varepsilon$ decays exponentially with length $\ell\sqrt{\lambda/2}$. Changing the integration variable from $x$ to $u$ by (\ref{first}),
\begin{equation}
d=\ell\sqrt{\frac\lambda2}\;I,\qquad I=\int_0^1\frac{1-u^2}{\sqrt{P(u)}}\,du=1.6790 .
\label{d}
\end{equation}
All lengths scale as $\sqrt\lambda$, because (\ref{wall}) contains $x$ and $\lambda$ only through $x/\sqrt\lambda$.

\section*{(g) Comparison with the ideal gas}

\emph{Derive the density of non-interacting Boltzmann carriers beside the same wall. Which $\lambda$ reproduces its behaviour at the wall, and which its depleted thickness? Evaluate both for $m=0.3$ and $kT=0.025$~eV.}

\textbf{Solution.} The orbitals vary as $\sin kx$ normal to the wall, and motion along the wall gives a constant factor. Since $2\sin^2kx=1-\cos2kx$,
\begin{equation}
\frac n{n_b}=1-\frac{\int_0^\infty e^{-\beta k^2/2m}\cos2kx\,dk}{\int_0^\infty e^{-\beta k^2/2m}\,dk}=1-e^{-x^2/\ell^2},
\label{ideal}
\end{equation}
where completing the square in the Gaussian integral gives the exponent $-2mkTx^2$. Near the wall $n/n_b\simeq x^2/\ell^2$, so (\ref{curv}) requires $\lambda=1$. The depleted thickness is $\sqrt\pi\,\ell/2$, so (\ref{d}) requires
\begin{equation}
\lambda=\frac\pi{2I^2}=0.557 .
\end{equation}
These values differ, so no constant $\lambda$ reproduces the whole profile. The approach to the bulk also differs in kind: Gaussian in (\ref{ideal}), exponential in the density-gradient solution.

For the chosen parameters $1/(2m)$ corresponds to $12.70$~eV~\AA$^2$, and
\begin{equation}
\ell=\sqrt{\frac{12.70}{0.025}}\ \text{\AA}=22.54\ \text{\AA}.
\end{equation}
The ideal-gas thickness is $0.8862\times22.54=19.97$~\AA\ (37.75 bohr). For $\lambda=1$, (\ref{d}) gives $22.54\times0.7071\times1.679=26.76$~\AA, which is 34\% above the ideal-gas value. For $\lambda=1/3$ this is divided by $\sqrt3$, giving $15.45$~\AA, 23\% below it. Minimizing the discrete free energy of part (c) reproduces these thicknesses and gives the following values of $n/n_b$:

\begin{center}
\begin{tabular}{ccccc}
$x$ (\AA) & ideal gas & $\lambda=1/3$ & $\lambda=0.557$ & $\lambda=1$\\
5 & 0.048 & 0.123 & 0.078 & 0.046\\
10 & 0.179 & 0.361 & 0.250 & 0.157\\
20 & 0.545 & 0.737 & 0.596 & 0.433\\
40 & 0.957 & 0.967 & 0.914 & 0.806\\
60 & 0.999 & 0.996 & 0.984 & 0.942
\end{tabular}
\end{center}

With $\lambda=1$ the density is close to the ideal gas at 5~\AA\ but recovers too slowly farther out. The thickness-matched value gives the correct total depletion through compensating errors: too many carriers near the wall and too few beyond, with the crossover between 20 and 30~\AA.

The failure of $\lambda=1/3$ near the wall is expected from its derivation. Part (d) assumed a smooth potential and a small quantum correction, but the wall is a jump in $U$. By (\ref{wall}), $V_Q=-kT\ln(n/n_b)$; at 10~\AA\ with $\lambda=1/3$ this is $0.0255$~eV, already as large as $kT$. A coefficient fitted to the thickness is an effective parameter for this geometry, and part (e) shows that another confinement calls for another value.

The reference gas is itself idealized. It omits penetration into a finite barrier, band bending, carrier interactions and degeneracy, so the fitted coefficient should not be carried over unchanged to a real interface. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
VARIATION TESTS (dimensionless)
numerical/formula variation of gradient term: 1.00000001
potential factor when n doubles, g ~ 1/n: 1.000000
potential factor when n doubles, g constant: 2.000000
numerical/formula rate of free-energy loss: 1.00000000
LOCAL lam, ANHARMONIC WELL (m=1, V=x^2/2+0.1x^3+0.1x^4, |x|<=1)
beta=0.1 1/hartree: lam from 0.33067 to 0.33323
beta=0.05 1/hartree: lam from 0.33195 to 0.33307
HARMONIC WELL: lam from exact thermal variance
omega/kT=0.5: lam=0.33884
omega/kT=2.0: lam=0.41103
omega/kT=8.0: lam=0.75117
omega/kT=20.0: lam=0.90000
HARD WALL, MODEL INPUTS
mass: 0.3 electron masses; kT: 0.025 eV
1/(2m): 12.6999 eV angstrom^2
thermal length 1/sqrt(2 m kT): 22.539 angstrom
integral I: 1.678964
thickness-matched lam = pi/(2 I^2): 0.55723
ideal gas: depleted thickness 19.974 angstrom
ideal gas: same thickness 37.746 bohr
ideal gas: n/(n_bulk x^2) at wall 0.001969 1/angstrom^2
lam=1/3: thickness 15.449 angstrom, decay length 9.201 angstrom
lam=1/3: n/(n_bulk x^2) at wall 0.005905 1/angstrom^2
lam=matched: thickness 19.974 angstrom, decay length 11.897 angstrom
lam=matched: n/(n_bulk x^2) at wall 0.003533 1/angstrom^2
lam=1: thickness 26.758 angstrom, decay length 15.937 angstrom
lam=1: n/(n_bulk x^2) at wall 0.001968 1/angstrom^2
n/n_bulk: x (angstrom), ideal gas, lam=1/3, matched, lam=1
  5  0.0480  0.1230  0.0781  0.0455
 10  0.1787  0.3605  0.2499  0.1569
 20  0.5450  0.7367  0.5957  0.4332
 30  0.8299  0.9052  0.8086  0.6593
 40  0.9571  0.9673  0.9141  0.8065
 60  0.9992  0.9962  0.9836  0.9420
V_Q (eV): x (angstrom), lam=1/3, matched, lam=1
 10  0.02551  0.03466  0.04630
 20  0.00764  0.01295  0.02091
 40  0.00083  0.00225  0.00538
\end{verbatim}
